# Why a charged defect level needs the correction −2E_corr/q

Suppose a parameter of a density functional is to be chosen so that a defect level keeps its energy when an electron is put into it. The empty level is read from a supercell of charge $+1$, the filled one from a neutral supercell. The charged cell has a finite-size error, and the correction $E_{\rm corr}$ of its total energy is known. Before the two levels are compared, should the empty one be moved by $E_{\rm corr}$, by twice that, or not at all, and in which direction? A wrong answer is absorbed into the parameter and carried into the results computed with it. For a localised state the answer is $-2E_{\rm corr}/q$, under conditions that are found below.

## Conventions

The algebra is in atomic units. The defect state holds $f$ electrons, and the net defect charge $q$ is positive when electrons are missing, so that $dq=-df$. The cell is a cube of edge $L$ with a uniform neutralising background. The electrostatic potential due to the defect has zero mean over the cell. The host screens linearly as a uniform continuum, with a dielectric constant $\epsilon$ taken to be the same at all wavelengths. The subscript "per" denotes the periodic cell and "iso" the isolated defect, and

$$E_{\rm corr}(q)=E_{\rm iso}(q)-E_{\rm per}(q)$$

is the amount to be *added* to the cell energy. The level correction is likewise $\varepsilon_{\rm iso}-\varepsilon_{\rm per}$, where $\varepsilon$ is the eigenvalue of the defect state.

## First case: a point charge

The images and the background produce a potential at the site of the charge. It is proportional to $q/\epsilon$, and $L$ is the only length, so it must have the form

$$\phi=-\frac{\alpha q}{\epsilon L}.$$

The pure number $\alpha$ follows from an Ewald sum and is 2.8373 for the simple cubic lattice. In a cube the background, which has the sign opposite to $q$, outweighs the repeated charges, so $\phi$ is negative for $q>0$. In a strongly elongated cell the balance, and with it the sign, can be reversed.

To find the energy, let the charge in every cell grow together from 0 to $q$. Adding $dq'$ to the defect costs $\phi(q')\,dq'$ per cell beyond the cost for an isolated defect. Adding $-dq'$ to the uniform background costs nothing, because the mean potential is zero. Hence

$$E_{\rm per}-E_{\rm iso}=-\int_0^q\frac{\alpha q'}{\epsilon L}\,dq'=-\frac{\alpha q^2}{2\epsilon L},
\qquad E_{\rm corr}=\frac{\alpha q^2}{2\epsilon L}.$$

An electron in the defect state has charge $-1$ and feels the full potential $\phi$, without the factor one half that came from charging:

$$\varepsilon_{\rm per}-\varepsilon_{\rm iso}=-\phi=\frac{\alpha q}{\epsilon L}=\frac{2E_{\rm corr}}{q}.$$

Reversing the sign gives the correction,

$$\boxed{\;\varepsilon_{\rm iso}-\varepsilon_{\rm per}=-\frac{2E_{\rm corr}}{q}\;}\qquad(q\neq0).$$

**Limits.** For $q>0$ the level in the cell is too high and must be lowered; for $q<0$ it must be raised. The energy correction is positive in both cases. As $q\to0$ the level correction vanishes linearly, although the quotient is undefined at $q=0$ itself. An electron spread evenly over the cell would feel the mean potential, which is zero, so to first order it would not be shifted. The rule therefore belongs to localised states and should not be applied to band edges.

## Second case: a self-consistent defect

The orbitals of a real calculation change with occupation, so the factor 2 needs an argument that does not hold them fixed. Let the energy be

$$E=\sum_i f_i\langle\varphi_i|t|\varphi_i\rangle+F[n],\qquad n=\sum_i f_i|\varphi_i|^2,$$

with $t$ the kinetic operator and $F$ all the rest. The orbitals satisfy $h\varphi_i=\varepsilon_i\varphi_i$ with $h=t+\delta F/\delta n$. Differentiate with respect to the occupation $f$ of the defect orbital $\varphi_d$. The explicit dependence gives $\langle\varphi_d|h|\varphi_d\rangle=\varepsilon$, and the change of the orbitals gives the sum:

$$\frac{dE}{df}=\varepsilon+\sum_i f_i\left(\Big\langle\frac{d\varphi_i}{df}\Big|h\Big|\varphi_i\Big\rangle+{\rm c.c.}\right)
=\varepsilon+\sum_i f_i\varepsilon_i\frac{d}{df}\langle\varphi_i|\varphi_i\rangle=\varepsilon.$$

The last step holds because the orbitals stay normalised. This is Janak's theorem. It applies to the cell and to the isolated defect alike, so the two statements can be subtracted. With $df=-dq$,

$$\varepsilon_{\rm iso}-\varepsilon_{\rm per}=\frac{dE_{\rm corr}}{df}=-\frac{dE_{\rm corr}}{dq}.$$

If $E_{\rm corr}=aq^2$, with $a$ independent of $q$, the right side is $-2aq=-2E_{\rm corr}/q$. The 2 is thus the exponent of $q$: a part of $E_{\rm corr}$ linear in $q$ would enter with the factor 1.

**Test on a model.** A Gaussian well of depth 10 eV and width 1.5 Å, with a Gaussian core of charge $+1$ and width 0.4 Å, sits in a medium of static dielectric constant 10. It holds 0, 1 or 2 electrons, so $q=+1,0,-1$. The electrons interact through the Hartree functional, and hopping between cells is left out, as localisation requires. Total energies and eigenvalues are computed separately for the isolated defect and for the periodic Coulomb interaction. The small Gaussian basis places the level of the bare well 0.02 eV above a grid solution, but the same basis serves both sides of the comparison. The relations are thus tested within this basis; the second moments used below, and above all their small curvature in $q$, are not converged values.

| $q$ | $L$ (Å) | $E_{\rm corr}$ (eV) | level correction (eV) | ratio × $q$ |
|---|---|---|---|---|
| +1 | 15 | 0.1358 | −0.2694 | −1.984 |
| +1 | 40 | 0.0510 | −0.1020 | −1.998 |
| −1 | 15 | 0.1309 | +0.2639 | −2.016 |
| −1 | 40 | 0.0508 | +0.1017 | −2.002 |

The last column is $q(\varepsilon_{\rm iso}-\varepsilon_{\rm per})/E_{\rm corr}$. It approaches $-2$ for both signs of the charge. In the 40 Å cell, halving the charge from $+1$ to $+\tfrac12$ reduces $E_{\rm corr}$ by a factor of 3.99, close to the 4 of a quadratic law. The small departures from 2 and 4 arise because the charge is extended and changes its shape with $q$, as the next section shows.

## Third case: a charge with a finite size

Let the defect charge density $\rho$, including its core, be spherical, with second moment $Q=\int\rho\,r^2d^3r$. Near the defect the images contribute no charge, and the background density is $-q/L^3$. Poisson's equation for the image potential is therefore

$$\nabla^2V_{\rm img}=\frac{4\pi q}{\epsilon L^3}.$$

Since $\nabla^2r^2=6$, its spherical part is a constant plus $2\pi qr^2/(3\epsilon L^3)$. The remaining angular parts average to zero over a spherical charge.

The constant differs from the point-charge value because the mean potential must stay zero. Spread a unit charge over a shell of radius $s$. Inside the shell the potential changes from $1/r$ to $1/s$, and outside it does not change. In vacuum the integrated change is

$$4\pi\int_0^s\left(\frac1s-\frac1r\right)r^2dr=4\pi\left(\frac{s^2}{3}-\frac{s^2}{2}\right)=-\frac{2\pi s^2}{3}.$$

Summed over the shells of $\rho$ and screened, this is $-2\pi Q/(3\epsilon)$. A constant $+2\pi Q/(3\epsilon L^3)$ restores the zero mean, so

$$V_{\rm img}(r)=-\frac{\alpha q}{\epsilon L}+\frac{2\pi}{3\epsilon L^3}\left(qr^2+Q\right).$$

The image energy is $\tfrac12\int\rho V_{\rm img}d^3r$. The bracket integrates to $qQ+Qq$, which the half reduces to $qQ$:

$$E_{\rm corr}=\frac{\alpha q^2}{2\epsilon L}-\frac{2\pi qQ}{3\epsilon L^3}.$$

Here $\rho$ is taken from the isolated defect. The images distort the orbital through the $r^2$ term, of order $L^{-3}$. Because the energy is stationary, this changes it only at order $L^{-6}$.

Now $Q$ depends on $q$. With $Q'=dQ/dq$, the true level correction is

$$-\frac{dE_{\rm corr}}{dq}=-\frac{\alpha q}{\epsilon L}+\frac{2\pi}{3\epsilon L^3}(Q+qQ'),$$

whereas the rule gives

$$-\frac{2E_{\rm corr}}{q}=-\frac{\alpha q}{\epsilon L}+\frac{4\pi Q}{3\epsilon L^3}.$$

Subtracting the second from the first leaves the error of the rule,

$$\Delta=\frac{2\pi}{3\epsilon L^3}\left(qQ'-Q\right).$$

**Limit.** If the charge keeps its shape and merely scales with $q$, then $Q\propto q$, $qQ'=Q$ and $\Delta=0$. Finite size alone does not spoil the rule; a change of the ratio $Q/q$ with charge does.

**Test.** For $q=+1$ in the 20 Å cell the computed error is 0.00091 eV, and the formula gives the same value to these digits. Between 15 and 30 Å the error falls as $L^{-3.00}$.

## The linear term is an alignment

Expand $Q=Q_0+Q_1q+Q_2q^2$, neglecting higher powers. Then

$$qQ'-Q=(Q_1q+2Q_2q^2)-(Q_0+Q_1q+Q_2q^2)=-Q_0+Q_2q^2.$$

The first term belongs to the neutral defect. Setting $q=0$ in the true level correction gives

$$d_0\equiv\varepsilon_{\rm iso}(0)-\varepsilon_{\rm per}(0)=\frac{2\pi Q_0}{3\epsilon L^3}.$$

This is also the constant potential found outside the charge of a neutral defect in the cell, where an isolated neutral spherical charge would give zero. It can therefore be read from the electrostatic potential far from the neutral defect, relative to the host; the potential energy of an electron there has the opposite sign, $-d_0$. In $E_{\rm corr}$ it appears as the linear part $-qd_0$. Doubling only what remains, and adding the neutral shift once, gives

$$\varepsilon_{\rm iso}-\varepsilon_{\rm per}\simeq-\frac{2(E_{\rm corr}+qd_0)}{q}+d_0=-\frac{2E_{\rm corr}}{q}-d_0.$$

If $E_{\rm corr}$ comes from a scheme that has already removed the linear part, $d_0$ must instead be added once, as the middle expression shows.

**Test.** In the 20 Å cell $d_0=-0.00097$ eV. For $q=+1$, alignment reduces the error from 0.00091 to $-0.00006$ eV. The remainder should be $2\pi Q_2/(3\epsilon L^3)=d_0Q_2/Q_0$. The isolated moments are 0.480, $-2.570$ and $-5.940$ $e$Å$^2$ for $q=+1,0,-1$, so

$$Q_2=\frac{0.480-5.940}{2}+2.570=-0.160\ e\text{Å}^2,$$

and $d_0Q_2/Q_0=-0.00097\times0.160/2.570=-0.00006$ eV, as found in this basis. A cubic term in $Q$, neglected here, would make the remainders for $q=+1$ and $q=-1$ differ, and the three-point estimate would then give only their mean. A rigid orbital would make $Q$ linear in $q$, so this remainder measures how the orbital relaxes with occupation.

## Fourth case: ions that move, and ions that do not

Let $\epsilon_\infty$ describe screening by electrons alone and $\epsilon_0$ screening by electrons and relaxed ions, and define $\kappa=1/\epsilon_\infty-1/\epsilon_0$. Suppose the ions are frozen where they would relax for charge $q'$, while the electronic charge is $q$. In linear response the ions reduce the source of the potential from $q/\epsilon_\infty$ to $q/\epsilon_\infty-\kappa q'$. Their displacement also costs an energy quadratic in $q'$. At leading order,

$$E_{\rm corr}=\frac{\alpha}{2L}\left(\frac{q^2}{\epsilon_\infty}-2\kappa qq'+\kappa q'^2\right).$$

The coefficient of $q'^2$ is fixed by requiring the bracket to be stationary at $q'=q$, where it becomes $q^2(1/\epsilon_\infty-\kappa)=q^2/\epsilon_0$. The eigenvalue is a derivative at fixed ions, so

$$\varepsilon_{\rm iso}-\varepsilon_{\rm per}=-\left.\frac{\partial E_{\rm corr}}{\partial q}\right|_{q'}=-\frac{\alpha}{L}\left(\frac{q}{\epsilon_\infty}-\kappa q'\right).$$

Equating this to $-2E_{\rm corr}/q$ and cancelling common terms leaves $\kappa q'(q'-q)=0$. There are two solutions when $\kappa\neq0$:

- $q'=q$: the ions are relaxed for the charge present, and $E_{\rm corr}$ contains $\epsilon_0$.
- $q'=0$: the ions are those of the neutral defect, and $E_{\rm corr}$ contains $\epsilon_\infty$.

**Test.** In the model the frozen ions are represented by the self-consistent charge density of state $q'$, entering the energy through the same three terms as in the bracket above; the test therefore checks the lattice sums and the derivative at fixed ions, not the linear-response form itself. With $\epsilon_\infty=5$, $\epsilon_0=10$ and $L=40$ Å, the case $q=+1$, $q'=0$ has a level correction of $-0.204$ eV, in agreement with the rule. For $q=-1$, $q'=+1$ the true correction is 0.305 eV, while the rule gives 0.509 eV. For $q=0$, $q'=+1$ the cell is neutral, yet its level still needs $+0.102$ eV, because the frozen ions carry the polarisation of a charged lattice.

This settles the opening question. For a functional of the density, as assumed here, and with the ions held at the neutral geometry, the filled level needs no correction at order $1/L$, and the empty one needs $-2E_{\rm corr}$ with $\epsilon_\infty$. A functional with a fraction $a$ of unscreened exact exchange needs one more precaution. The exchange of the defect orbital with itself lowers its level by $af$ times its Coulomb self-interaction, where $f\le1$ now counts electrons of one spin only. Suppose that the cell is sampled at a single k-point and that the term of zero wave vector is simply dropped from the periodic exchange. At leading order that self-interaction is then too small by $\alpha/L$, and the filled level, measured from the mean electrostatic potential, is too high by $a\alpha f/L$ even in a neutral cell. Every fully occupied level of the host is raised by $a\alpha/L$ in the same way, while an empty level is not. Measuring from the valence band therefore moves the error onto the empty level without removing it from the comparison. With an $N\times N\times N$ mesh of k-points, $L$ is replaced by $NL$. This error must be removed before the levels are compared, either in the exchange itself or, at leading order, by shifting the filled level.

The factor 2 matters in practice. In the 40 Å cell of the test above, moving the empty level by $-E_{\rm corr}$ instead of $-2E_{\rm corr}$ would leave a mismatch of 0.10 eV to be absorbed by the functional.

## Transition level and a worked cell

The charge transition level $\mu(+/0)$ is the Fermi energy at which the two charge states cost the same. An electron taken from the reservoir costs $\mu$, so $E(0)=E(+1)+\mu$. By Janak's theorem,

$$\mu(+/0)=E(0)-E(+1)=\int_0^1\varepsilon(f)\,df.$$

The ions may relax along this path: their energy is stationary, so their motion adds nothing to $dE/df$. The correction to $\mu$ is $E_{\rm corr}(0)-E_{\rm corr}(+1)$. For a functional of the density this is $-E_{\rm corr}(+1)$ at leading order, half the level correction at $q=+1$, because the latter falls linearly to zero as the state is filled. If the exchange error described above is left in the cell, the level is too high by a further $a\alpha f/L$, and the integral of this over $f$ adds $-a\alpha/(2L)$ to the correction of $\mu$.

For the model with relaxed ions in the 15 Å cell, the point-charge formula gives

$$E_{\rm corr}(+1)=\frac{\alpha}{2\epsilon_0L}=0.005005\ \text{hartree}=0.1362\ \text{eV}.$$

With cell and isolated defect computed in the same small basis, whose error largely cancels in their difference, the empty level at $q=+1$ and the transition level become

$$\varepsilon:\quad-3.7807-2(0.1362)=-4.0531\ \text{eV}\quad(\text{isolated: }-4.0501\ \text{eV}),$$

$$\mu(+/0):\quad-3.4966-0.1362\simeq-3.6327\ \text{eV}\quad(\text{isolated: }-3.6323\ \text{eV}).$$

The level is left 0.003 eV too low and the transition level 0.0004 eV too low (the last digit of the corrected $\mu$ is taken from the unrounded values). Both remainders are finite-size terms that a point charge omits. For the level the omitted term contains $Q+qQ'$; for $\mu$ it contains $Q(+1)$ alone, which is small here because only the narrow core remains when the state is empty. The numerical check compares these relations with separately computed energies and eigenvalues.

## Table of computed values

```
Madelung constant alpha (cubic): 2.837297
well depth 10.0 eV, width 1.5 A
core charge +1 e, width 0.4 A
dielectric: static 10.0, electronic 5.0
bare-well level: basis -2.9576 eV, grid -2.9770 eV
isolated q=+1: level -4.0501 eV, Q 0.4800 e A^2
isolated q=+0: level -3.2202 eV, Q -2.5696 e A^2
isolated q=-1: level -2.4232 eV, Q -5.9400 e A^2
q=+1: L(A) E_corr(eV) level corr(eV) -2E_corr/q(eV) ratio
  10 0.202833 -0.398380 -0.405666 -1.9641
  15 0.135758 -0.269359 -0.271516 -1.9841
  20 0.101959 -0.203009 -0.203918 -1.9911
  30 0.068040 -0.135810 -0.136080 -1.9960
  40 0.051047 -0.101981 -0.102095 -1.9978
  power of L in the error of the rule: -3.001
  error at 20 A: found 0.000910 eV, predicted 0.000909 eV
  neutral shift d0 -0.000969 eV, error after alignment -0.000059 eV
q=-1: L(A) E_corr(eV) level corr(eV) -2E_corr/q(eV) ratio
  10 0.186390 0.380053 0.372780 -2.0390
  15 0.130881 0.263914 0.261762 -2.0164
  20 0.099901 0.200710 0.199803 -2.0091
  30 0.067430 0.135129 0.134860 -2.0040
  40 0.050790 0.101694 0.101580 -2.0022
  power of L in the error of the rule: -3.001
  error at 20 A: found 0.000908 eV, predicted 0.000907 eV
  neutral shift d0 -0.000969 eV, error after alignment -0.000061 eV
E_corr(+1)/E_corr(+1/2) at 40 A: 3.9908
frozen ions, 40 A: q, q_ion, E_corr, level corr, -2E_corr/q (eV)
  +1 +0 0.10197 -0.20385 -0.20395
  +0 +1 0.05092 0.10169 undefined
  -1 +1 0.25437 0.30518 0.50875
15 A cell, q=+1: point-charge E_corr 0.1362 eV = 0.005005 hartree
level correction -2E_corr/q: -0.2724 eV = -0.010010 hartree
level: cell -3.7807, corrected -4.0531, isolated -4.0501 eV
mu(+/0): cell -3.4966, corrected -3.6327, isolated -3.6323 eV
mean cell level over occupation 0 to 1: -3.4966 eV
```
